# Atomic natural orbital contraction as a maximum of retained occupation, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The best radial functions for given numbers per angular momentum

### Definitions and conventions

An atom has its nucleus at the origin. Its orbitals are expanded in real primitive functions

$$\chi_{alm}(\mathbf r)=R_{al}(r)\,Y_{lm}(\hat{\mathbf r}),\qquad a=1,\dots,K_l ,$$

where $Y_{lm}$ are real, orthonormal spherical harmonics and $m$ runs over the $2l+1$ components. The set of radial functions is the same for every component. Since the harmonics are orthonormal, the overlap matrix is

$$\langle\chi_{alm}|\chi_{bl'm'}\rangle=\delta_{ll'}\delta_{mm'}S^l_{ab},\qquad S^l_{ab}=\int_0^\infty R_{al}R_{bl}\,r^2dr .$$

The radial functions of each $l$ are taken to be linearly independent, so $S^l$ is positive definite. The full overlap matrix is called $S$. A single Greek index $\mu$ stands for $(a,l,m)$ where the distinction is not needed.

Let $\Psi$ be a real, normalized $N$-electron function built from these primitives, with $x=(\mathbf r,\sigma)$ for position and spin. Its spin-summed one-particle density is

$$\gamma(\mathbf r,\mathbf r')=N\sum_\sigma\int dx_2\cdots dx_N\,\Psi(\mathbf r\sigma,x_2,\dots)\Psi(\mathbf r'\sigma,x_2,\dots).$$

It is symmetric, and for any real function $f$

$$\langle f|\gamma|f\rangle=N\sum_\sigma\int dx_2\cdots dx_N\left[\int f(\mathbf r)\Psi(\mathbf r\sigma,x_2,\dots)d\mathbf r\right]^2\ge 0 .$$

Hence its eigenvalues, the occupations, are not negative. The matrix $D$ of the density is defined by

$$\gamma=\sum_{\mu\nu}|\chi_\mu\rangle D_{\mu\nu}\langle\chi_\nu| .$$

With this convention $D$ contains expansion coefficients, not the integrals $\langle\chi_\mu|\gamma|\chi_\nu\rangle$. The latter form the matrix $SDS$. Taking the trace gives $\mathrm{Tr}\,\gamma=\mathrm{Tr}\,DS=N$.

An admissible contraction keeps $n_l\le K_l$ radial functions for each $l$, with one set of coefficients for all components:

$$\varphi_{ilm}=\sum_a\chi_{alm}C^l_{ai},\qquad i=1,\dots,n_l .$$

The columns of $C^l$ are linearly independent. Every primitive of a given $l$ may enter every contracted function. A scheme that divides the primitives into disjoint groups imposes a further restriction. The upper bound in the theorem below still holds for it, but the restriction can prevent the bound from being reached.

Let $P$ be the orthogonal projector onto the contracted functions. The quantity to be maximized is the retained occupation $\mathrm{Tr}(P\gamma)$. Writing $P(i)$ for $P$ acting on electron $i$, the definition of $\gamma$ and the equivalence of the electrons give

$$\mathrm{Tr}(P\gamma)=\Big\langle\Psi\Big|\sum_{i=1}^N P(i)\Big|\Psi\Big\rangle .$$

It is therefore the mean number of electrons found in the contracted space. The lost occupation is $\lambda=N-\mathrm{Tr}(P\gamma)$.

To evaluate it in the primitives, collect all contraction coefficients in one matrix $C$. The contracted functions have overlap $C^TSC$, so

$$P=\sum_{ij}|\varphi_i\rangle\big[(C^TSC)^{-1}\big]_{ij}\langle\varphi_j| .$$

This operator is symmetric and reproduces each $\varphi_k$, because $\langle\varphi_j|\varphi_k\rangle=(C^TSC)_{jk}$. It annihilates everything orthogonal to the contracted functions. Since $\langle\varphi_j|\gamma|\varphi_i\rangle=(C^TSDSC)_{ji}$,

$$\mathrm{Tr}(P\gamma)=\mathrm{Tr}\left[(C^TSC)^{-1}C^TSDSC\right].$$

If $C$ is replaced by $CB$ with $B$ invertible, the inverse becomes $B^{-1}(C^TSC)^{-1}B^{-T}$ and the other factor becomes $B^TC^TSDSCB$. The factors $B$ cancel under the trace. The retained occupation depends on the space spanned, not on the functions chosen within it.

### Theorem 1

Define the averaged radial density matrix

$$\bar D^l_{ab}=\frac1{2l+1}\sum_m D_{alm,blm}.$$

Let $\eta_{l1}\ge\eta_{l2}\ge\dots\ge\eta_{lK_l}$ and $c_{li}$ be the solutions of

$$S^l\bar D^lS^l c_{li}=\eta_{li}S^lc_{li},\qquad c_{li}^TS^lc_{lj}=\delta_{ij}.$$

For fixed numbers $n_l$, every admissible contraction obeys

$$\mathrm{Tr}(P\gamma)\le\sum_l(2l+1)\sum_{i=1}^{n_l}\eta_{li},$$

with equality if its radial functions for each $l$ are given by $c_{l1},\dots,c_{ln_l}$. For an $l$ with $0<n_l<K_l$ and $\eta_{ln_l}>\eta_{l,n_l+1}$, no other radial space attains the maximum.

These radial functions are the atomic natural orbitals. The proof uses three lemmas. The first shows that $\bar D^l$ represents the spherically averaged density, the second that the average may replace the original density, and the third solves the remaining eigenvalue problem.

### Orthonormal functions and rotations

Define

$$e_{alm}=\sum_b\chi_{blm}\big[(S^l)^{-1/2}\big]_{ba}.$$

They are orthonormal because $(S^l)^{-1/2}S^l(S^l)^{-1/2}=1$. In this basis the density has the matrix

$$G=S^{-1/2}(SDS)S^{-1/2}=S^{1/2}DS^{1/2}.$$

The matrix $S^{1/2}$ mixes radial labels but neither $l$ nor $m$.

A rotation $R$ acts on functions by $(U(R)f)(\mathbf r)=f(R^{-1}\mathbf r)$. It mixes the harmonics of one $l$ among themselves by an orthogonal matrix $\Delta^l(R)$ and leaves the radial factor unchanged:

$$U(R)e_{alm}=\sum_{m'}e_{alm'}\Delta^l_{m'm}(R).$$

If every orbital coordinate in $\Psi$ is rotated, a change of integration variables in the definition of $\gamma$, with unit Jacobian, gives the density $\gamma(R^{-1}\mathbf r,R^{-1}\mathbf r')$. As an operator this is $U(R)\gamma U(R)^T$. The spherical average is

$$\bar\gamma=\int dR\,U(R)\gamma U(R)^T,\qquad\int dR=1,$$

with the measure that is unchanged when all rotations are multiplied by a fixed rotation.

### Lemma 1: form of the spherical average

In the functions $e_{alm}$,

$$\langle e_{alm}|\bar\gamma|e_{bl'm'}\rangle=\delta_{ll'}\delta_{mm'}g^l_{ab},\qquad g^l_{ab}=\frac1{2l+1}\sum_mG_{alm,blm}.$$

*Proof.* For a fixed rotation $R_0$,

$$U(R_0)\bar\gamma U(R_0)^T=\int dR\,U(R_0R)\gamma U(R_0R)^T=\bar\gamma ,$$

by invariance of the measure. Thus $\bar\gamma$ commutes with every rotation. Taking $R_0$ to be a small rotation about each axis and differentiating with respect to its angle shows that $\bar\gamma$ commutes with all components of the orbital angular momentum $\mathbf L$, in units where $\hbar=1$.

Now use complex harmonics for a moment, with $L_z$ eigenvalue $\mu$ and states $|al\mu\rangle$. Commutation with $\mathbf L^2$ gives

$$[l(l+1)-l'(l'+1)]\langle al\mu|\bar\gamma|bl'\mu'\rangle=0,$$

so elements with $l\ne l'$ vanish. Commutation with $L_z$ gives $(\mu-\mu')\langle al\mu|\bar\gamma|bl\mu'\rangle=0$, so elements with $\mu\neq\mu'$ vanish as well.

The raising operator obeys $L_+|bl\mu\rangle=k_\mu|bl,\mu+1\rangle$ with $k_\mu=\sqrt{(l-\mu)(l+\mu+1)}$. Take the element of $\bar\gamma L_+=L_+\bar\gamma$ between $\langle al,\mu+1|$ and $|bl\mu\rangle$. On the left, $L_+$ acts first. On the right, the part of $\bar\gamma|bl\mu\rangle$ that contributes has radial label $a$ and projection $\mu$. This yields

$$k_\mu\langle al,\mu+1|\bar\gamma|bl,\mu+1\rangle=k_\mu\langle al\mu|\bar\gamma|bl\mu\rangle .$$

For $\mu<l$ the factor $k_\mu$ is not zero. All diagonal elements in $\mu$ are therefore equal, and the block is $g^l_{ab}$ times the unit matrix. A unitary change from complex to real harmonics leaves the unit matrix unchanged.

It remains to find $g^l_{ab}$. Let $T_{ab}=\sum_m|e_{blm}\rangle\langle e_{alm}|$. Because $\Delta^l$ is orthogonal and does not depend on $a$ or $b$,

$$U T_{ab}U^T=\sum_{m'm''}|e_{blm'}\rangle\Big[\sum_m\Delta^l_{m'm}\Delta^l_{m''m}\Big]\langle e_{alm''}|=T_{ab}.$$

Cyclic invariance of the trace now gives

$$\mathrm{Tr}(\bar\gamma T_{ab})=\int dR\,\mathrm{Tr}(\gamma U^TT_{ab}U)=\mathrm{Tr}(\gamma T_{ab}).$$

The left side is $(2l+1)g^l_{ab}$ and the right side is $\sum_mG_{alm,blm}$. ∎

Since $S^{1/2}$ is the same for all components, the average in the primitives is related to $g^l$ by

$$g^l=(S^l)^{1/2}\bar D^l(S^l)^{1/2}.$$

The lemma also identifies the admissible spaces. If a projector commutes with all rotations, its spherical average is the projector itself. It therefore has a block form $p_l\otimes1$, where $p_l$ acts on radial labels and the unit matrix acts on $m$. Conversely, this block form commutes with rotations. Admissible contractions are thus the rotation-invariant subspaces of the primitive space.

### Lemma 2: averaging leaves the retained occupation unchanged

For an admissible contraction,

$$\mathrm{Tr}(P\gamma)=\mathrm{Tr}(P\bar\gamma)=\sum_l(2l+1)\mathrm{Tr}(p_lg^l).$$

*Proof.* The projector commutes with $U(R)$, so $U^TPU=P$. Hence

$$\mathrm{Tr}(P\bar\gamma)=\int dR\,\mathrm{Tr}(U^TPU\gamma)=\int dR\,\mathrm{Tr}(P\gamma)=\mathrm{Tr}(P\gamma).$$

The last expression follows from the block forms of $P$ and $\bar\gamma$, since the trace over $m$ of the unit matrix is $2l+1$. ∎

No approximation has been made to the state. A single oriented component of an open-shell term may have a density that is far from spherical. Its anisotropic part has no effect on $\mathrm{Tr}(P\gamma)$ when $P$ itself has no preferred direction.

### Lemma 3: maximum for one angular momentum

Let $g$ be a real symmetric $K\times K$ matrix with orthonormal eigenvectors $u_i$ and eigenvalues $\eta_1\ge\dots\ge\eta_K$. If $p$ is an orthogonal projector of rank $n$, then

$$\mathrm{Tr}(pg)\le\sum_{i=1}^n\eta_i .$$

*Proof.* The cases $n=0$ and $n=K$ are immediate, because $p$ is then $0$ or $1$. Otherwise set $w_i=u_i^Tpu_i$. Since $p^2=p=p^T$, this is the squared length of $pu_i$, so $0\le w_i\le1$. Moreover $\sum_iw_i=\mathrm{Tr}\,p=n$, and expanding $g$ in its eigenvectors gives $\mathrm{Tr}(pg)=\sum_iw_i\eta_i$.

The condition on the sum can be written

$$\sum_{i\le n}(1-w_i)=n-\sum_{i\le n}w_i=\sum_{i>n}w_i .$$

Subtracting $\eta_n$ times the left side and adding $\eta_n$ times the right side therefore changes nothing in

$$\begin{aligned}
\sum_{i\le n}\eta_i-\mathrm{Tr}(pg)
&=\sum_{i\le n}(1-w_i)\eta_i-\sum_{i>n}w_i\eta_i\\
&=\sum_{i\le n}(1-w_i)(\eta_i-\eta_n)+\sum_{i>n}w_i(\eta_n-\eta_i).
\end{aligned}$$

Every term in the last line is nonnegative. The choice $p=\sum_{i\le n}u_iu_i^T$ gives equality.

If $\eta_n>\eta_{n+1}$, equality requires $w_i=0$ for all $i>n$. The first $n$ weights, none larger than one, must then add to $n$, so each equals one. The squared length of $pu_i$ equals that of $u_i$, which means $pu_i=u_i$. The space is therefore unique. If $\eta_n=\eta_{n+1}$, a different selection within the degenerate eigenspace can retain the same occupation. ∎

### Proof of Theorem 1

Lemma 2 separates the problem into independent problems for the projectors $p_l$. Lemma 3 solves each of them with the leading eigenvectors of $g^l$. To express these in the primitives, put $c=(S^l)^{-1/2}u$. The eigenvalue equation $g^lu=\eta u$ becomes

$$(S^l)^{1/2}\bar D^lS^lc=\eta(S^l)^{1/2}c .$$

Multiplication from the left by $(S^l)^{1/2}$ gives $S^l\bar D^lS^lc=\eta S^lc$. The orthonormality $u_i^Tu_j=\delta_{ij}$ becomes $c_i^TS^lc_j=\delta_{ij}$. ∎

The solutions are nested: increasing $n_l$ adds a function and leaves the earlier ones unchanged. The theorem also holds for a weighted sum of densities from several atomic states, with nonnegative weights. The proof uses the density linearly, so $\gamma$ may be replaced by that sum throughout. The maximum then refers to the weighted mean of the retained occupations and need not be the maximum for each state.

## Part II. Total size, wave-function error and an atom

### Symbols and results used here

The primitive functions have radial overlap $S^l$, and $\gamma$ is the spin-summed density of a real $N$-electron state $\Psi$. Its spherical average $\bar\gamma$ has radial matrices $\bar D^l$, obtained by averaging over the $2l+1$ components. The equation $S^l\bar D^lS^lc=\eta S^lc$ gives occupations per function $\eta_{li}$, in decreasing order for each $l$. A contraction has projector $P$, keeps $n_l$ radial functions with all their components, and loses the occupation $\lambda=N-\mathrm{Tr}(P\gamma)$. Theorem 1 states that the leading eigenvectors minimize $\lambda$ at fixed $n_l$. For such a rotation-invariant $P$, Lemma 2 gives $\mathrm{Tr}(P\gamma)=\mathrm{Tr}(P\bar\gamma)$. Lemma 3 bounds the trace of a symmetric matrix with a projector of rank $n$ by the sum of its $n$ largest eigenvalues.

A shell below means one natural radial function together with its $2l+1$ components. It holds $(2l+1)\eta_{li}$ electrons.

### Theorem 2: distribution of functions over angular momenta

Arrange all shells in order of decreasing $\eta$. Let the first $k$ shells contain $M_k$ functions. Among all admissible contractions with at most $M_k$ functions in total, these $k$ shells retain the largest occupation.

*Proof.* The operator $\bar\gamma$ has the eigenvalue $\eta_{li}$ repeated $2l+1$ times. The first $k$ shells therefore contain its $M_k$ largest eigenvalues. If $P$ has rank $M\le M_k$, Lemma 3 applied to $\bar\gamma$ on the full primitive space gives

$$\mathrm{Tr}(P\bar\gamma)\le\text{sum of the }M\text{ largest eigenvalues}\le\text{sum of the }M_k\text{ largest eigenvalues}.$$

The second inequality uses $\eta\ge0$. The first $k$ shells attain the last sum. For an admissible contraction the left side is $\mathrm{Tr}(P\gamma)$. ∎

The restriction to the sizes $M_k$ is necessary. At a size between $M_k$ and $M_{k+1}$ the next shell does not fit as a whole, and splitting it would destroy rotational invariance. One then has to choose whole shells with sizes $1,3,5,\dots$ so that their occupations have the largest sum within the available size. This is a knapsack problem, and filling the space in order of $\eta$ need not solve it.

If size is counted in radial functions instead, each shell costs one unit. For given $n_l$, Theorem 1 selects the leading shells of each $l$. The total is then a sum of $k$ shell occupations and cannot exceed the sum of the $k$ largest values of $(2l+1)\eta$. This bound is attainable, because within one $l$ the factor $2l+1$ does not change the order. The two meanings of size can thus lead to different sequences.

The natural radial functions retain the largest occupation for given numbers per angular momentum, and filling whole shells in order of $\eta$ is also optimal at the total sizes $M_k$. It remains to relate the lost occupation to the error of the wave function, to examine what it says about the energy, and to test the results on boron.
